# The single-site coherent-potential equation and alloy scattering at weak disorder: a program that tests the result

```python
"""Single-site coherent-potential approximation (CPA) for a binary alloy.

Result under test: with level difference D, B-fraction x, mean level zero,
  <t> = 0,  t = (v-s)/(1-(v-s)F),  F = F0(z-s),
fixes the self-energy s, and for weak disorder
  1/tau = -2 Im(s)/hbar -> (2 pi/hbar) x(1-x) D^2 rho(eps).
F0: site resolvent of the ordered band; rho: states per site, spin and energy;
eps: band energy from the band edge; mu2 = x(1-x)D^2.
Units of the alloy example: eV, nm, s.  Model tests use hopping units.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import gamma


def cpa_step(s, F, x, D):
    """Correction to s that removes the mean single-site t-matrix."""
    vb, va = (1 - x) * D - s, -x * D - s
    t = x * vb / (1 - vb * F) + (1 - x) * va / (1 - va * F)
    return t / (1 + t * F)


def solve_cpa(z, F0, x, D):
    s = 0j
    for _ in range(20000):
        step = cpa_step(s, F0(z - s), x, D)
        s += step
        if abs(step) < 3e-15:
            return s
    raise RuntimeError("CPA iteration did not converge")


# ---- Strong disorder: random hopping matrix, for which CPA is exact at large N
rng = np.random.default_rng(7)
N, W, x_m = 1500, 2.0, 0.3
A = rng.standard_normal((N, N))
H_hop = (A + A.T) / np.sqrt(2 * N) * W / 2
n_b = int(round(x_m * N))


def levels(D):
    return np.r_[np.full(n_b, (1 - x_m) * D), np.full(N - n_b, -x_m * D)]


def semi_F0(z):
    return 2 / (z + np.sqrt(z - W + 0j) * np.sqrt(z + W + 0j))


D_strong = 3.0
ev = np.linalg.eigvalsh(H_hop + np.diag(levels(D_strong)))
err_cpa, err_second = 0.0, 0.0
for e in (-2.0, -1.0, 0.0, 1.0, 2.0):
    z = e + 0.2j
    direct = np.mean(1 / (z - ev))
    err_cpa = max(err_cpa, abs(direct - semi_F0(z - solve_cpa(z, semi_F0, x_m, D_strong))))
    s2 = x_m * (1 - x_m) * D_strong**2 * semi_F0(z)
    err_second = max(err_second, abs(direct - semi_F0(z - s2)))
assert err_cpa < 0.015          # finite-matrix fluctuations
assert err_second > 0.05        # second order alone must fail here

# ---- Weak disorder: decay of band states compared with the Born rate
D_weak = 0.4
e0, V0 = np.linalg.eigh(H_hop)
e1, V1 = np.linalg.eigh(H_hop + np.diag(levels(D_weak)))
sel = np.abs(e0) < 0.4
weight = (V0[:, sel].T @ V1)**2
born_model = 2 * np.pi * x_m * (1 - x_m) * D_weak**2 * 2 / (np.pi * W)


def survival(t):
    amp = np.exp(1j * e0[sel] * t) * (weight @ np.exp(-1j * e1 * t))
    return abs(np.mean(amp))**2


t1, t2 = 0.5 / born_model, 1.5 / born_model
decay_model = np.log(survival(t1) / survival(t2)) / (t2 - t1)
assert abs(decay_model / born_model - 1) < 0.10   # finite sample, higher orders

# ---- Exact average over every configuration of a small ring
L, z_r = 8, 0.3 + 1.0j
H_ring = -(np.roll(np.eye(L), 1, 0) + np.roll(np.eye(L), -1, 0))
e_ring = np.linalg.eigvalsh(H_ring)
occ = np.array(list(itertools.product((0, 1), repeat=L)))
prob = np.prod(np.where(occ == 1, x_m, 1 - x_m), axis=1)


def ring_F0(z):
    return np.mean(1 / (z - e_ring))


def ring_sigma(D):
    v = np.where(occ == 1, (1 - x_m) * D, -x_m * D)
    M = z_r * np.eye(L) - H_ring - v[:, :, None] * np.eye(L)
    G = np.einsum("c,cij->ij", prob, np.linalg.inv(M))
    return z_r * np.eye(L) - H_ring - np.linalg.inv(G)


def ring_error(D):
    return abs(ring_sigma(D)[0, 0] - solve_cpa(z_r, ring_F0, x_m, D))


order_local = np.log2(ring_error(0.08) / ring_error(0.04))
assert 4.5 < order_local < 5.5
D_r = 0.01
g01 = np.linalg.inv(z_r * np.eye(L) - H_ring)[0, 1]
nonlocal_ratio = ring_sigma(D_r)[0, 1] / ((x_m * (1 - x_m) * D_r**2)**2 * g01**3)
assert abs(nonlocal_ratio - 1) < 0.05
v_r = np.where(occ == 1, 1 - x_m, -x_m)
U_k = v_r @ np.exp(2j * np.pi * 3 * np.arange(L) / L) / L
assert abs(prob @ abs(U_k)**2 - x_m * (1 - x_m) / L) < 1e-12

# ---- Alloy example: rough parameters in the regime of an InGaAs channel
hbar = sc.hbar / sc.e
x, D, mass, a_lat, alpha, T = 0.47, 0.5, 0.042, 0.587, 1.2, 300.0
kT = sc.k * T / sc.e
b = sc.hbar**2 / (2 * mass * sc.m_e * sc.e) * 1e18      # hbar^2/2m, eV nm^2
Omega = a_lat**3 / 4
K = (6 * np.pi**2 / Omega)**(1 / 3)
mu2 = x * (1 - x) * D**2


def band(k):
    return (np.sqrt(1 + 4 * alpha * b * k**2) - 1) / (2 * alpha)


nodes, wts = np.polynomial.legendre.leggauss(100)
k_n = K * (nodes + 1) / 2
w_n = wts * K / 2 * 3 * k_n**2 / K**3
e_n = band(k_n)


def kane_F0(z):
    """Pole part in closed form, smooth remainder by quadrature; Im z > 0."""
    q = np.sqrt(z * (1 + alpha * z) / b + 0j)
    pole = 3 / (b * K**3) * (-K + q / 2 * np.log((q + K) / (q - K)))
    return (1 + 2 * alpha * z) * pole - np.sum(w_n * alpha / (1 + alpha * (z + e_n)))


def rho_parabolic(e):
    return Omega / (4 * np.pi**2) * b**-1.5 * np.sqrt(e)


def rho_kane(e):
    return rho_parabolic(e * (1 + alpha * e)) * (1 + 2 * alpha * e)


def born(e, xx=x, DD=D, rho=rho_kane):
    return 2 * np.pi / hbar * xx * (1 - xx) * DD**2 * rho(e)


def on_shell(e, xx=x, DD=D):
    """CPA self-energy at the total energy whose band energy is e."""
    s = -1e-9j
    for _ in range(20000):
        F = kane_F0(e + 1j * max(-s.imag, 1e-14))
        step = cpa_step(s, F, xx, DD)
        s += step
        if abs(step) < 3e-15:
            return s
    raise RuntimeError("on-shell iteration did not converge")


z_t = 0.5 + 0.3j
parts = [quad(lambda k: f(3 * k**2 / K**3 / (z_t - band(k))), 0, K,
              points=[0.5, 1, 2], limit=200)[0] for f in (np.real, np.imag)]
assert abs(parts[0] + 1j * parts[1] - kane_F0(z_t)) < 1e-7
eps = 1.5 * kT
F_eps = kane_F0(eps + 1e-12j)


def count(e):
    return (e * (1 + alpha * e) / b)**1.5 / K**3


h = 1e-5
assert abs((count(eps + h) - count(eps - h)) / (2 * h) / rho_kane(eps) - 1) < 1e-5
assert abs(-F_eps.imag / np.pi / rho_kane(eps) - 1) < 1e-5

s = on_shell(eps)
F_s = kane_F0(eps - 1j * s.imag)
assert abs(s - (mu2 + (1 - 2 * x) * D * s - s**2) * F_s) < 1e-11
assert abs(solve_cpa(eps + s.real + 1e-11j, kane_F0, x, D) - s) < 1e-7
rate_cpa, rate_born = -2 * s.imag / hbar, born(eps)


def ratio(xx, DD):
    return -2 * on_shell(eps, xx, DD).imag / hbar / born(eps, xx, DD)


slope_num = (ratio(0.2, 0.01) - 1) / 0.01
slope_formula = 2 * (1 - 2 * 0.2) * F_eps.real
assert abs(slope_num / slope_formula - 1) < 0.03
assert abs(ratio(0.5, 0.01) - 1) < 1e-3
dE = 1e-4
residue = 1 + (on_shell(eps + dE).real - on_shell(eps - dE).real) / (2 * dE)

# ---- Nondegenerate parabolic mobility: direct average against closed form
rate_par = born(eps, rho=rho_parabolic)
num = quad(lambda u: u**1.5 * np.exp(-u) / born(u * kT, rho=rho_parabolic) * 1e12, 0, 50)[0]
den = quad(lambda u: u**1.5 * np.exp(-u), 0, 50)[0]
tau_avg = num / den * 1e-12
tau_closed = gamma(2) / gamma(2.5) / born(kT, rho=rho_parabolic)
assert abs(tau_avg / tau_closed - 1) < 1e-5
mobility = sc.e * tau_avg / (mass * sc.m_e) * 1e4

# ---- Sizes of neglected effects
k_e = np.sqrt(eps / b)
kl = 2 * eps / (hbar * rate_par)
A_g = Omega / (4 * np.pi * b)                 # G(R) = -A_g exp(ikR)/R
osc = quad(lambda u: np.sin(3 * u) * np.sin(u) / u**2, 1e-9, 300, limit=2000)[0]
crossed = mu2 * 4 * np.pi * A_g**2 * osc / (Omega * k_e)
assert abs(crossed / (np.pi / (2 * kl)) - 1) < 1e-3

p = np.sqrt(eps * (1 + alpha * eps) / alpha)
two_band = np.linalg.eigh(np.array([[0, p], [p, -1 / alpha]]))
assert abs(two_band[0][1] - eps) < 1e-10
s_factor = two_band[1][0, 1]**4
assert abs(s_factor - ((1 + alpha * eps) / (1 + 2 * alpha * eps))**2) < 1e-10

m_A, m_B = 0.023, 0.067
r_mass = eps * mass * (1 / m_B - 1 / m_A) / D
mass_change = quad(lambda c: (1 + r_mass * c)**2 * (1 - c) / 2, -1, 1)[0] - 1
assert abs(mass_change - (r_mass**2 / 3 - 2 * r_mass / 3)) < 1e-10

L_w, n_2d = 10.0, 0.01                        # nm, nm^-2
form = quad(lambda y: (2 / L_w * np.sin(np.pi * y / L_w)**2)**2, 0, L_w)[0]
assert abs(form - 1.5 / L_w) < 1e-10
rate_2d = 2 * np.pi / hbar * mu2 * Omega * form / (4 * np.pi * b)
E_conf, E_F = b * (np.pi / L_w)**2, 2 * np.pi * b * n_2d

hw, eps_inf, eps_0 = 0.034, 11.6, 13.9
n_ph = 1 / np.expm1(hw / kT)
coup = sc.e / sc.epsilon_0 * 1e9 / 2 * hw * (1 / eps_inf - 1 / eps_0)


def phonon_rate(e_final, occupation):
    kf = np.sqrt(e_final / b)
    ang = quad(lambda c: 0.5 / (k_e**2 + kf**2 - 2 * k_e * kf * c), -1, 1)[0]
    return 2 * np.pi / hbar * coup * occupation * ang * rho_parabolic(e_final) / Omega


rate_abs, rate_emi = phonon_rate(eps + hw, n_ph), phonon_rate(eps - hw, n_ph + 1)
a_F = (sc.e / (4 * np.pi * sc.epsilon_0) * 1e9 * (1 / eps_inf - 1 / eps_0)
       / (2 * np.sqrt(b * hw)))
pref = 2 * a_F * hw / hbar * np.sqrt(hw / eps)
assert abs(rate_abs / (pref * n_ph * np.arcsinh(np.sqrt(eps / hw))) - 1) < 1e-6
assert abs(rate_emi / (pref * (n_ph + 1) * np.arcsinh(np.sqrt(eps / hw - 1))) - 1) < 1e-6

# ---- Report
print(f"Random matrix: size {N}, half-width {W}, x {x_m}, strong D {D_strong} (hopping units)")
print(f"  largest resolvent error, CPA: {err_cpa:.4f}; second order: {err_second:.4f}")
print(f"  weak D {D_weak}: measured decay {decay_model:.4f}, Born {born_model:.4f}")
print(f"Ring of {L} sites: power of D in local CPA error {order_local:.2f}")
print(f"  nonlocal self-energy / (mu2^2 G^3): {nonlocal_ratio.real:.4f}")
print(f"Ga fraction x: {x}; level difference D: {D} eV; T: {T:.0f} K")
print(f"mass: {mass} m_e; lattice constant: {a_lat} nm; alpha: {alpha} /eV")
print(f"site volume: {Omega:.5f} nm^3; hbar^2/2m: {b:.4f} eV nm^2")
print(f"sphere radius K: {K:.3f} /nm; model band width: {band(K):.2f} eV")
print(f"mu2 = x(1-x)D^2: {mu2:.5f} eV^2; kT: {kT*1e3:.2f} meV")
print(f"band energy eps = 1.5 kT: {eps*1e3:.2f} meV")
print(f"density of states rho(eps): {rho_kane(eps):.4e} /eV per site and spin")
print(f"Re F0(eps): {F_eps.real:.4f} /eV; Im F0(eps): {F_eps.imag:.4e} /eV")
print(f"CPA self-energy: Re {s.real*1e3:.3f} meV; Im {s.imag*1e3:.5f} meV")
print(f"CPA rate: {rate_cpa:.4e} /s; Born rate: {rate_born:.4e} /s")
print(f"CPA/Born: {rate_cpa/rate_born:.4f}; residue factor: {residue:.4f}")
print(f"Born rate with energy from unshifted edge: {born(eps+s.real):.4e} /s")
print(f"  its ratio to the correct Born rate: {born(eps+s.real)/rate_born:.3f}")
print(f"First correction slope, x=0.2: CPA {slope_num:.4f}, formula {slope_formula:.4f} /eV")
for DD in (0.25, 0.5, 1.0, 2.0):
    print(f"CPA/Born at x={x}, D={DD:.2f} eV: {ratio(x, DD):.4f}")
for DD in (1.0, -1.0):
    print(f"CPA/Born at x=0.10, D={DD:+.1f} eV: {ratio(0.1, DD):.4f}")
print(f"Parabolic Born rate at eps: {rate_par:.4e} /s; lifetime {1e12/rate_par:.3f} ps")
print(f"Thermal transport time: {tau_avg*1e12:.3f} ps")
print(f"Alloy-limited mobility, parabolic nondegenerate: {mobility:.3e} cm2/Vs")
print(f"kl: {kl:.1f}; crossed-scattering change of rate: {100*crossed:.3f} %")
print(f"Nonparabolic/parabolic density of states: {rho_kane(eps)/rho_parabolic(eps):.4f}")
print(f"s-orbital factor on rate: {s_factor:.4f}")
print(f"Mass disorder, site masses {m_A}, {m_B} m_e: amplitude ratio {r_mass:.4f}")
print(f"  change of momentum-relaxation rate: {100*mass_change:.2f} %")
print(f"Well width: {L_w:.0f} nm; confinement energy: {E_conf*1e3:.1f} meV")
print(f"  lowest-subband alloy rate: {rate_2d:.4e} /s; over bulk {rate_2d/rate_par:.3f}")
print(f"Sheet density: {n_2d*1e14:.1e} /cm2; zero-T Fermi energy {E_F*1e3:.1f} meV")
print(f"  Fermi energy / kT: {E_F/kT:.2f}")
print(f"Polar phonon: {hw*1e3:.0f} meV; dielectric constants {eps_inf}, {eps_0}")
print(f"  absorption: {rate_abs:.3e} /s; emission: {rate_emi:.3e} /s")
print(f"  total phonon rate / alloy rate: {(rate_abs+rate_emi)/rate_par:.1f}")
print("PASS")
```

Running it gives:

```
Random matrix: size 1500, half-width 2.0, x 0.3, strong D 3.0 (hopping units)
  largest resolvent error, CPA: 0.0026; second order: 0.3616
  weak D 0.4: measured decay 0.0691, Born 0.0672
Ring of 8 sites: power of D in local CPA error 5.01
  nonlocal self-energy / (mu2^2 G^3): 1.0006
Ga fraction x: 0.47; level difference D: 0.5 eV; T: 300 K
mass: 0.042 m_e; lattice constant: 0.587 nm; alpha: 1.2 /eV
site volume: 0.05057 nm^3; hbar^2/2m: 0.9071 eV nm^2
sphere radius K: 10.541 /nm; model band width: 8.76 eV
mu2 = x(1-x)D^2: 0.06227 eV^2; kT: 25.85 meV
band energy eps = 1.5 kT: 38.78 meV
density of states rho(eps): 3.2644e-04 /eV per site and spin
Re F0(eps): -0.1817 /eV; Im F0(eps): -1.0255e-03 /eV
CPA self-energy: Re -11.234 meV; Im -0.06296 meV
CPA rate: 1.9132e+11 /s; Born rate: 1.9406e+11 /s
CPA/Born: 0.9859; residue factor: 0.9972
Born rate with energy from unshifted edge: 1.5849e+11 /s
  its ratio to the correct Born rate: 0.817
First correction slope, x=0.2: CPA -0.2178, formula -0.2181 /eV
CPA/Born at x=0.47, D=0.25 eV: 0.9937
CPA/Born at x=0.47, D=0.50 eV: 0.9859
CPA/Born at x=0.47, D=1.00 eV: 0.9659
CPA/Born at x=0.47, D=2.00 eV: 0.9116
CPA/Born at x=0.10, D=+1.0 eV: 0.7594
CPA/Born at x=0.10, D=-1.0 eV: 1.3602
Parabolic Born rate at eps: 1.7354e+11 /s; lifetime 5.762 ps
Thermal transport time: 5.309 ps
Alloy-limited mobility, parabolic nondegenerate: 2.223e+05 cm2/Vs
kl: 679.0; crossed-scattering change of rate: 0.231 %
Nonparabolic/parabolic density of states: 1.1182
s-orbital factor on rate: 0.9167
Mass disorder, site masses 0.023, 0.067 m_e: amplitude ratio -0.0930
  change of momentum-relaxation rate: 6.49 %
Well width: 10 nm; confinement energy: 89.5 meV
  lowest-subband alloy rate: 3.9554e+11 /s; over bulk 2.279
Sheet density: 1.0e+12 /cm2; zero-T Fermi energy 57.0 meV
  Fermi energy / kT: 2.20
Polar phonon: 34 meV; dielectric constants 11.6, 13.9
  absorption: 1.928e+12 /s; emission: 2.835e+12 /s
  total phonon rate / alloy rate: 27.4
PASS
```
